# Why the Mathieu ground-level series stops converging at |q| ≈ 1.4688

**Question**

I am using the Mathieu equation

\[
y''+(a-2q\cos 2x)\,y=0
\]

as a one-particle test of perturbation theory. For the lowest characteristic value I can get \(a_0=-q^2/2+7q^4/128-\dots\), but two things confuse me.

First, \(a_0(q)\) is smooth for every real \(q\), and its gap to the next level of the same symmetry grows with \(q\). Yet I am told that the series has a finite radius, set by a "double point" near \(q=1.4688\,i\). How can a meeting of levels at imaginary \(q\) matter, and how do I know that no other singularity lies closer?

Second, the square root of the ratio of my \(q^{10}\) and \(q^{12}\) coefficients gives a radius of about 1.70, not 1.47. Is my series wrong?

**Answer**

Your series is fine, and the two numbers can be reconciled. The proof that nothing lies closer becomes short if you follow two levels together instead of one.

**Generating the series**

Everything is dimensionless. Write the equation as \(Hy=ay\) with \(H=H_0+V\), \(H_0=-d^2/dx^2\) and \(V=2q\cos2x\). The level \(a_0\), with \(a_0(0)=0\), belongs to the even, \(\pi\)-periodic functions, so put \(y=\sum_{m\ge0}A_{2m}\cos 2mx\). Since \(2\cos2x\cos2mx=\cos(2m+2)x+\cos(2m-2)x\), matching cosines gives

\[
aA_0=qA_2,\qquad (a-4)A_2=q(2A_0+A_4),
\]
\[
(a-4m^2)A_{2m}=q(A_{2m-2}+A_{2m+2}),\quad m\ge2 .
\]

The factor 2 appears because \(2\cos2x\) acting on the constant term gives \(2\cos 2x\), with nothing to share it with.

Normalise \(A_0=1\), which is allowed near \(q=0\), and expand \(A_{2m}=\sum_n c_{m,n}q^n\), \(a_0=\sum_n\alpha_nq^n\). The first equation gives \(\alpha_n=c_{1,n-1}\). The coefficient of \(q^n\) in the others gives, for \(m\ge1\),

\[
4m^2c_{m,n}=\sum_{j=1}^{n-1}\alpha_jc_{m,n-j}-w_mc_{m-1,n-1}-c_{m+1,n-1},
\]

with \(w_1=2\) and \(w_m=1\) otherwise. The right side contains lower orders alone. By hand:

- Order 1: \(4c_{1,1}=-2\), so \(c_{1,1}=-\tfrac12\) and \(\alpha_2=-\tfrac12\).
- Order 2: \(16c_{2,2}=-c_{1,1}\), so \(c_{2,2}=\tfrac1{32}\).
- Order 3: \(4c_{1,3}=\alpha_2c_{1,1}-c_{2,2}=\tfrac14-\tfrac1{32}=\tfrac7{32}\), so \(\alpha_4=\tfrac7{128}\).

Continuing,

\[
a_0=-\frac{q^2}{2}+\frac{7q^4}{128}-\frac{29q^6}{2304}+\frac{68687q^8}{18874368}-\dots
\]

Odd powers are absent: shifting \(x\) by \(\pi/2\) changes \(q\) into \(-q\) and keeps the function space. The natural variable is therefore \(t=q^2\).

We also need the next level of this symmetry, \(a_2\), which starts at 4. Normalise \(A_2=1\), so that \(a_2=4+q(2A_0+A_4)\).

At first order, \(4A_0=q\) and \((4-16)A_4=q\). Hence \(A_0=q/4\), \(A_4=-q/12\), and the \(t\) coefficient is \(\tfrac12-\tfrac1{12}=\tfrac5{12}\).

At the next order:

- \(4c_{0,3}+\tfrac5{12}\cdot\tfrac14=0\) gives \(c_{0,3}=-\tfrac5{192}\).
- \((4-36)c_{3,2}=c_{2,1}=-\tfrac1{12}\) gives \(c_{3,2}=\tfrac1{384}\).
- \(-12c_{2,3}+\tfrac5{12}\left(-\tfrac1{12}\right)=c_{3,2}\) gives \(c_{2,3}=-\tfrac{43}{13824}\).

The \(t^2\) coefficient is \(2c_{0,3}+c_{2,3}=-\tfrac{763}{13824}\), so

\[
a_2=4+\frac{5t}{12}-\frac{763t^2}{13824}+\frac{1002401t^3}{79626240}+\dots,
\]

where the last term comes from one more round of the same recursion.

**Two levels that stay well behaved as a pair**

Suppose \(Hy=ay\), with \(q\) complex. Then \((H_0-a)y=-Vy\). Because \(H_0\) is self-adjoint, the norm of the left side is at least the distance from \(a\) to the set \(\{4m^2\}\), times \(\|y\|\). The norm of the right side is at most \(2|q|\,\|y\|\). Every eigenvalue therefore lies within \(2|q|\) of some \(4m^2\).

This gives a first bound. For \(|q|<1\) the discs about 0 and 4 do not touch, so \(a_0\) stays isolated and analytic. The radius is at least 1.

To go further, draw the circle \(|a-2|=8\) in the plane of \(a\). Its points are at least 6 away from 0, 4, 16 and all higher \(4m^2\). If \(|q|<3\), then \(\|V\|<6\), and on the circle the expansion

\[
(a-H)^{-1}=(a-H_0)^{-1}\sum_{k\ge0}\left[V(a-H_0)^{-1}\right]^k
\]

converges. The projector

\[
P=\frac1{2\pi i}\oint(a-H)^{-1}\,da
\]

is thus analytic in \(q\). Its rank cannot jump, and at \(q=0\) it is 2. So are the sum of the two enclosed eigenvalues, \(s=a_0+a_2=\mathrm{Tr}(HP)\), and the sum of their squares, \(\mathrm{Tr}(H^2P)\), analytic. It follows that

\[
D=(a_2-a_0)^2=2\,\mathrm{Tr}(H^2P)-s^2
\]

is analytic too. Both \(s\) and \(D\) are even in \(q\), hence analytic functions of \(t\) for \(|t|<9\), whether or not the two levels meet. The separate levels are

\[
a_0=\tfrac12(s-\sqrt D),\qquad a_2=\tfrac12(s+\sqrt D).
\]

In this disc the one possible source of trouble is a zero of \(D\).

**Counting the zeros of \(D\)**

Subtracting the two series,

\[
a_2-a_0=4+\tfrac{11}{12}t-\tfrac{1519}{13824}t^2+\dots
\]

Squaring, the \(t\) coefficient is \(8\cdot\tfrac{11}{12}=\tfrac{22}3\) and the \(t^2\) coefficient is \(\tfrac{121}{144}-\tfrac{1519}{1728}=-\tfrac{67}{1728}\):

\[
D=16+\tfrac{22}{3}t-0.038773\,t^2-0.000044\,t^3+\dots
\]

On the circle \(|t|=5/2\) the linear part obeys

\[
\left|16+\tfrac{22}3t\right|\ge\tfrac{55}3-16=\tfrac73\approx2.333 .
\]

The absolute values of the terms from \(t^2\) to \(t^{12}\), computed with rational arithmetic, add up to 0.2431. For the rest, the eigenvalue discs give \(|a_2-a_0|\le4+4|q|<16\), hence \(|D|<256\) in \(|t|<9\). Cauchy's estimate then bounds the \(k\)th coefficient by \(256/9^k\), so the terms beyond \(t^{12}\) contribute at most

\[
256\,\frac{(5/18)^{13}}{1-5/18}\approx2.1\times10^{-5}.
\]

The linear part wins everywhere on the circle. By Rouché's theorem \(D\) has as many zeros inside as \(16+\tfrac{22}3t\), namely one, and that zero \(t_*\) is simple.

Since \(D\) has real coefficients, a non-real zero would bring its conjugate, making two. So \(t_*\) is real. It cannot be positive or zero: for real \(q\), \(H\) is Hermitian, and for \(q\ne0\) the recursion fixes every \(A_{2m}\) once \(A_0\) is given, so no level is degenerate. At \(q=0\), \(D=16\). Therefore \(t_*<0\), and \(q_*=\pm i\sqrt{|t_*|}\) is imaginary.

**Locating the double point**

Keep just the constant and \(\cos2x\). Then \(a(a-4)=2t\), so \(a=2\pm\sqrt{4+2t}\), and the levels meet at \(t=-2\), or \(|q_*|=\sqrt2\approx1.4142\). Three basis functions give 1.46904 and four give 1.468768. With twelve,

\[
t_*=-2.157281,\qquad |q_*|=1.468769,\qquad a_*=2.088699 .
\]

The four coefficients of \(D\) above confirm this: at \(t_*\) they give \(16-15.82006-0.18044+0.00044=-0.00006\), zero up to the omitted terms.

**Why this is the radius**

For \(|t|<|t_*|\), \(D\) has no zero, so \(\sqrt D\) with \(\sqrt{D(0)}=4\) is analytic, and so is \(a_0\). The series converges at least that far.

Could \(a_0\) still be analytic at \(t_*\)? Then \(\sqrt D=s-2a_0\) would be analytic there as well. But the square of an analytic function has zeros of even order, while \(D\) has a simple one. So \(a_0\) is singular at \(t_*\), and the radius in \(q\) is \(\sqrt{|t_*|}=1.468769\).

A power series converges in a disc, so a singularity on the imaginary axis also limits it on the real axis. The lowest terms show why real \(q\) gives no warning. The levels shift by \(-t/2\) and \(+5t/12\): they repel for \(t>0\) and attract for \(t<0\). At real \(q=|q_*|\) they are \(-0.9035\) and 4.7214, a gap of 5.62 compared with 4 at \(q=0\).

The branching can be seen directly. Start at \(t_*+0.3\), where the levels are 1.3271 and 2.8259, and follow the lower one continuously around \(t_*\). It returns as 2.8259, because one circuit reverses the sign of \(\sqrt D\).

**What happens to the wavefunction**

The double point is not an ordinary degeneracy with two independent states. Let \(y(x;a)\) solve the equation with \(y(0)=1\), \(y'(0)=0\). It is an eigenfunction of our symmetry when \(y'(\pi/2)=0\). Its derivative \(u=\partial y/\partial a\) obeys

\[
u''+(a-2q\cos2x)u=-y,\qquad u(0)=u'(0)=0 .
\]

This is \((H-a)u=y\). There is one eigenfunction, since the even solution is unique up to a factor. A double eigenvalue therefore needs a second function \(w\) of the same symmetry with \((H-a)w=y\). The combination \(w-w(0)y\) satisfies the equation and initial conditions of \(u\), so it equals \(u\), and \(u'(\pi/2)=0\). Now

\[
(yu'-uy')'=yu''-uy''=-y^2 .
\]

Integrating from 0 to \(\pi/2\), with \(y'(\pi/2)=0\),

\[
y(\pi/2)\,u'(\pi/2)=-\int_0^{\pi/2}y^2\,dx .
\]

Hence \(\int_0^{\pi/2} y^2dx=0\) at the double point, without complex conjugation. A real nonzero function cannot satisfy this, which is another way to see that the meeting needs complex \(q\). Integrating the differential equation at the computed \((a_*,q_*)\) gives \(|\int y^2|/\int|y|^2\approx10^{-12}\), zero within the integration accuracy; at \(q=1\) the ratio is 1.

**Why your ratio gave 1.70**

Near \(t_*\), \(D\approx D'(t_*)(t-t_*)=-t_*D'(t_*)(1-t/t_*)\), so the singular part of \(a_0\) is

\[
-K\sqrt{1-t/t_*},\qquad K^2=-\tfrac14t_*D'(t_*) .
\]

With \(D'(t_*)=7.49989\), \(K^2=2.15728\times7.49989/4=4.0448\) and \(K=2.0112\). Let \(b_k\) be the coefficient of \(z^k\) in \(\sqrt{1-z}\). The next singular term, proportional to \((1-t/t_*)^{3/2}\), has coefficients smaller by a factor of order \(1/k\). Those of \(s\) are exponentially smaller. At large \(k\),

\[
\alpha_{2k}\approx-\frac{Kb_k}{t_*^{\,k}},\qquad b_k\approx-\frac1{2\sqrt\pi\,k^{3/2}} .
\]

The signs alternate because \(t_*<0\). At \(k=60\) the computed coefficient divided by this law, with the full \(b_k\), is 1.00014.

The binomial series gives \(b_{k+1}/b_k=(k-\tfrac12)/(k+1)\), and therefore

\[
|t_*|\approx\left|\frac{\alpha_{2k}}{\alpha_{2k+2}}\right|\frac{k-\frac12}{k+1} .
\]

Your two coefficients correspond to \(k=5\). Their ratio is \(0.001179762/0.000409944=2.8779\), whose root is your 1.696. The missing factor is \(4.5/6=0.75\), which gives \(|t_*|\approx2.1584\) and a radius of 1.4691. Without the factor the estimate is too large by a relative amount of about \(3/(4k)\): even at \(k=60\) it is 1.4872, against 1.468770 with it.

**Inside and outside the radius**

Successive terms eventually change by a factor close to \(q^2/|t_*|\): 0.668 at \(q=1.2\) and 1.502 at \(q=1.8\). The errors of the partial sums (sum minus the diagonalized value) are:

| Last power | \(q=1.2\) | \(q=1.8\) |
|---|---:|---:|
| \(q^{10}\) | \(-2.4\times10^{-3}\) | \(-0.22\) |
| \(q^{20}\) | \(1.2\times10^{-4}\) | \(0.61\) |
| \(q^{40}\) | \(7.6\times10^{-7}\) | \(12.8\) |
| \(q^{80}\) | \(8.4\times10^{-11}\) | \(1.6\times10^4\) |

On the circle \(|q|=|q_*|\) itself the terms fall as \(k^{-3/2}\), so the series still converges there.

The failure at \(q=1.8\) belongs to the expansion of a single level. The series for \(s\) and \(D\) converge at least to \(|q|<3\), because the square root has been kept out of them. Adding the two level series gives

\[
s=4-\frac t{12}-\frac{7t^2}{13824}+2.02\times10^{-6}t^3+\dots
\]

At \(t=3.24\), the terms through \(t^3\) give \(s=3.72475\) and \(D=39.35147\), so

\[
a_0\approx\tfrac12(3.72475-6.27308)=-1.27416 .
\]

Diagonalization gives \(-1.27417\). The series for \(a_0\) alone, cut at the same order \(t^3\), gives \(-1.62+0.5741-0.4281=-1.474\). Adding the coefficients of \(a_2\) to the same order and treating the two levels that meet together repairs the estimate. It is not the only remedy: Padé approximants in \(t\) built from \(a_0\) alone also reach past the radius, but they need more terms, giving \(-1.291\) from the terms through \(t^3\) (type [2/1]) and \(-1.27397\) from those through \(t^6\) (type [3/3]).

## Computed results

```
All quantities are dimensionless
a0 coefficient of q^2: -1/2 = -0.500000000
a0 coefficient of q^4: 7/128 = 0.054687500
a0 coefficient of q^6: -29/2304 = -0.012586806
a0 coefficient of q^8: 68687/18874368 = 0.003639168
a0 coefficient of q^10: -123707/104857600 = -0.001179762
a0 coefficient of q^12: 8022167579/19568944742400 = 0.000409944
a2 coefficient of q^2: 5/12 = 0.416666667
a2 coefficient of q^4: -763/13824 = -0.055193866
a2 coefficient of q^6: 1002401/79626240 = 0.012588828
D coefficient d_0 of t^0: 16 = 16.000000000
D coefficient d_1 of t^1: 22/3 = 7.333333333
D coefficient d_2 of t^2: -67/1728 = -0.038773148
D coefficient d_3 of t^3: -439/9953280 = -0.000044106
Largest level shift / (2|q|) at |q|=2.9: 0.6932
Rouche, |t|=2.5: minimum of linear part = 2.333333
Rouche: sum of terms k=2..12 = 0.243139
Rouche: Cauchy bound on remaining tail = 2.08e-05
Zeros of D in |t|<2.1 and |t|<2.5: 0, 1
|q*| from 2 basis functions = 1.41421356
|q*| from 3 basis functions = 1.46903970
|q*| from 4 basis functions = 1.46876834
|q*| converged (12 functions) = 1.46876861
t* = -2.15728124
a* at the double point = 2.08869890
Start of circuit: a0, a2 = 1.327089, 2.825925
a0 after one circuit of t* = 2.825925
ODE at double point: |y'(pi/2)| = 1.7e-12
ODE at double point: |du/dx(pi/2)| = 8.0e-13
|int y^2| / int |y|^2 at double point = 1.0e-12
|int y^2| / int |y|^2 at q=1 = 1.000000
dD/dt at t* = 7.499887; amplitude K = 2.011179
k=5: raw radius 1.696426, corrected 1.46914835, coefficient/law 1.002350
k=10: raw radius 1.580557, corrected 1.46884355, coefficient/law 1.000973
k=30: raw radius 1.505655, corrected 1.46877584, coefficient/law 1.000291
k=60: raw radius 1.487169, corrected 1.46877036, coefficient/law 1.000142
a0(1.2) by diagonalization = -0.63343272
q=1.2, sum to q^10: error = -2.408e-03
q=1.2, sum to q^20: error = 1.195e-04
q=1.2, sum to q^40: error = 7.626e-07
q=1.2, sum to q^80: error = 8.427e-11
a0(1.8) by diagonalization = -1.27417135
q=1.8, sum to q^10: error = -2.200e-01
q=1.8, sum to q^20: error = 6.134e-01
q=1.8, sum to q^40: error = 1.283e+01
q=1.8, sum to q^80: error = 1.557e+04
Real q=|q*|: a0 = -0.903493, a2 = 4.721384, gap = 5.624877
```
